# Transfer length of a contact with finite metal sheet resistance, part 1

(Sections cited here and not found follow in the second part.)

## Coupled sheets: the transfer length and the contact resistance

A metal sheet lies on a semiconductor sheet and exchanges current with it through a resistive interface. Let $R_s$ be the sheet resistance of the semiconductor beneath the metal, $R_m$ that of the metal, and $\rho$ the specific contact resistivity of the interface, which is a resistance times an area. The voltage difference across the interface then varies along the contact over the transfer length

$$
\lambda=\sqrt{\frac{\rho}{R_s+R_m}} .\tag{1}
$$

This length does not depend on which end of the metal is wired. The contact resistance does. If the metal is wired at the edge facing the channel, the resistance follows from the formula for a perfect metal by replacing $R_s$ with $R_s+R_m$. If it is wired at the opposite end, a further term appears, which grows with the contact length.

### The model and its conventions

The overlap occupies $0<x<L$ and has width $W$. The channel joins the semiconductor at $x=0$, and the semiconductor ends at $x=L$. Four assumptions define the model.

First, the state is steady and nothing varies across the width. Each sheet is thin enough to be described by one voltage at each $x$. Let these voltages be $V_s(x)$ and $V_m(x)$. They denote electrochemical potential divided by carrier charge, so that their gradients drive the whole current at uniform temperature, drift and diffusion together.

Second, both sheets are uniform and ohmic. A square of either sheet has the resistance $R_s$ or $R_m$, whatever its size.

Third, the interface is linear and local. The current density crossing from the semiconductor to the metal at position $x$ is $(V_s-V_m)/\rho$, with the same $\rho$ everywhere.

Fourth, current enters or leaves the metal at its two ends and not through its top surface.

Currents $I_s(x)$ and $I_m(x)$ in the two sheets are counted positive along $+x$. The algebra may be read in atomic units, where $e=\hbar=m_e=1$, resistance is measured in $\hbar/e^2$ and length in bohr. No physical constant appears in the circuit equations, so they have the same form in any consistent set of units.

### Balance of voltage and current

A strip of length $dx$ and width $W$ has resistance $R_s\,dx/W$ in the semiconductor and $R_m\,dx/W$ in the metal. A positive current flows towards lower voltage. Ohm's law therefore reads

$$
\frac{dV_s}{dx}=-\frac{R_s}{W}I_s,\qquad
\frac{dV_m}{dx}=-\frac{R_m}{W}I_m .\tag{2}
$$

Define the interface voltage

$$
u(x)=V_s(x)-V_m(x).\tag{3}
$$

The same strip has interface area $W\,dx$, through which the current $W\,dx\,u/\rho$ passes into the metal. The semiconductor loses this current and the metal gains it:

$$
\frac{dI_s}{dx}=-\frac{W}{\rho}u,\qquad
\frac{dI_m}{dx}=+\frac{W}{\rho}u .\tag{4}
$$

Adding the two parts of (4) shows that $I_s+I_m$ is the same at every $x$ inside the contact. Its value depends on the wiring.

### Why the sheet resistances add

Subtract the second part of (2) from the first:

$$
\frac{du}{dx}=-\frac{R_sI_s-R_mI_m}{W}.\tag{5}
$$

Differentiate once more. Since $R_s$ and $R_m$ are uniform, the derivative acts on the currents alone:

$$
\frac{d^2u}{dx^2}
=\frac{1}{W}\left(-R_s\frac{dI_s}{dx}+R_m\frac{dI_m}{dx}\right).
$$

Insert (4). The first term becomes $-R_s(-Wu/\rho)/W=R_su/\rho$, and the second becomes $R_m(Wu/\rho)/W=R_mu/\rho$. Hence

$$
\frac{d^2u}{dx^2}=\frac{R_s+R_m}{\rho}\,u=\frac{u}{\lambda^2},\tag{6}
$$

with $\lambda$ as in (1). No condition at the ends has been used, so the length is a property of the layered structure and not of the wiring.

The signs show why a sum appears. The two sheet resistances enter the slope (5) with opposite signs. The currents change in opposite directions as well, because what one sheet loses the other gains. The two reversals cancel, and both resistances bend $u$ the same way. One can also follow a small loop that runs forward through the semiconductor, across the interface, back through the metal and across the interface again. A current circulating in this loop meets the two sheets in series.

The fourth assumption can be relaxed to see what it does. Suppose that a current $g(x)$ per unit length leaves through the top of the metal. The second part of (4) becomes $dI_m/dx=Wu/\rho-g$, and the same steps give

$$
\frac{d^2u}{dx^2}=\frac{u}{\lambda^2}-\frac{R_m\,g}{W}.\tag{7}
$$

If a thick, highly conducting cap holds the metal at one voltage, then (2) requires $I_m=0$ in the thin sheet, and all current that crosses the interface leaves at once through the top, $g=Wu/\rho$. Equation (7) then reduces to $d^2u/dx^2=R_su/\rho$. The transfer length returns to $\sqrt{\rho/R_s}$, and the sheet resistance of the thin metal no longer matters. Equation (1) thus describes a metal in which the collected current has to travel sideways.

### A voltage that does not see the interface

The difference $u$ is one combination of the two voltages. A second combination completes the description. Write

$$
S=R_s+R_m,\qquad
M=\frac{R_mV_s+R_sV_m}{S}.\tag{8}
$$

Here $M$ is the mean voltage, in which each sheet is weighted by its conductance: multiplying numerator and denominator by $1/(R_sR_m)$ gives the weights $1/R_s$ and $1/R_m$. From (2),

$$
\frac{dM}{dx}
=-\frac{R_mR_sI_s+R_sR_mI_m}{SW}
=-\frac{R_sR_m}{S}\,\frac{I_s+I_m}{W}.\tag{9}
$$

The total current is constant, so $M$ is a straight line in $x$. Its slope is that of a single sheet with resistance $R_sR_m/S$, the value for two resistors in parallel. The interface resistivity has dropped out, since exchange between the sheets leaves their total current unchanged.

The two voltages are recovered from $M$ and $u$ by

$$
V_s=M+\frac{R_s}{S}u,\qquad V_m=M-\frac{R_m}{S}u .\tag{10}
$$

To verify the first relation, insert the definitions: $R_mV_s+R_sV_m+R_s(V_s-V_m)=SV_s$. For the second, $R_mV_s+R_sV_m-R_m(V_s-V_m)=SV_m$. The contact therefore has two modes. The mean mode carries the total current as parallel sheets do. The difference mode transfers current between the sheets and lives within about $\lambda$ of the places where the balance between them is disturbed.

### Currents for any wiring of the ends

Let the channel feed a current $I$ into the semiconductor at $x=0$. A share $f$ of it leaves the metal at $x=0$, and the rest, $1-f$, leaves the metal at $x=L$. Current leaving at $x=0$ flows towards $-x$, so the boundary values are

$$
I_s(0)=I,\quad I_m(0)=-fI,\quad I_s(L)=0,\quad I_m(L)=(1-f)I .\tag{11}
$$

Both ends give the same total,

$$
I_s+I_m=(1-f)I .\tag{12}
$$

An equation for $I_s$ alone follows by differentiating the first part of (4) and inserting (5):

$$
\frac{d^2I_s}{dx^2}=-\frac{W}{\rho}\frac{du}{dx}
=\frac{R_sI_s-R_mI_m}{\rho}.
$$

Replace $I_m$ by $(1-f)I-I_s$ from (12). The terms in $I_s$ combine to $SI_s$, and

$$
\frac{d^2I_s}{dx^2}=\frac{1}{\lambda^2}\left[I_s-\frac{R_m}{S}(1-f)I\right].\tag{13}
$$

A constant current $I_s=cI$ satisfies (13) when

$$
c=\frac{R_m}{S}(1-f).\tag{14}
$$

The deviation from this constant obeys the same equation as $u$. Its two independent solutions may be chosen as $\sinh[(L-x)/\lambda]$, which vanishes at $x=L$, and $\sinh(x/\lambda)$, which vanishes at $x=0$. This choice lets each boundary condition fix one coefficient. With

$$
l=\frac{L}{\lambda},\tag{15}
$$

the condition $I_s(0)=I$ gives the first coefficient as $(1-c)I/\sinh l$, and $I_s(L)=0$ gives the second as $-cI/\sinh l$. Thus

$$
\frac{I_s}{I}=c+\frac{(1-c)\sinh[(L-x)/\lambda]-c\,\sinh(x/\lambda)}{\sinh l}.\tag{16}
$$

The interface voltage is $u=-(\rho/W)\,dI_s/dx$. Differentiating the first hyperbolic sine produces $-\cosh[(L-x)/\lambda]/\lambda$, and the second produces $+\cosh(x/\lambda)/\lambda$. Equation (1) also gives $\rho/\lambda=S\lambda$. Therefore

$$
u=\frac{IS\lambda}{W}\,
\frac{(1-c)\cosh[(L-x)/\lambda]+c\,\cosh(x/\lambda)}{\sinh l}.\tag{17}
$$

Since $0\le c<1$ for $0\le f\le1$, the voltage $u$ is positive throughout. Current passes from semiconductor to metal at every point, and $I_s$ falls steadily with $x$.

### Metal wired at the far end

Set $f=0$. Then $c=R_m/S$ and $1-c=R_s/S$, so that

$$
\frac{I_s}{I}=\frac{R_m}{S}
+\frac{R_s\sinh[(L-x)/\lambda]-R_m\sinh(x/\lambda)}{S\sinh l},\tag{18}
$$

$$
u=\frac{I\lambda}{W}\,
\frac{R_s\cosh[(L-x)/\lambda]+R_m\cosh(x/\lambda)}{\sinh l}.\tag{19}
$$

Deep inside a long contact, many transfer lengths from either end, the fraction in (18) vanishes. The semiconductor still carries the share $R_m/S$, which is the division of current between two parallel resistors. This current must enter the metal before the semiconductor ends at $x=L$. There are consequently two transfer zones, one at each end.

The slope (5) confirms this for any $L$. At $x=0$ the metal carries no current and $du/dx=-R_sI/W$ is negative. At $x=L$ the semiconductor carries none and $du/dx=R_mI/W$ is positive. Since $u''=u/\lambda^2>0$, the slope rises steadily and vanishes once. The interface voltage has one minimum inside the contact, where $R_sI_s=R_mI_m$.

The contact resistance for this wiring is defined between the semiconductor at $x=0$ and the metal at $x=L$:

$$
R_{\rm far}=\frac{V_s(0)-V_m(L)}{I}.
$$

Use (10) at the two ends:

$$
V_s(0)-V_m(L)=M(0)-M(L)+\frac{R_su(0)+R_mu(L)}{S}.\tag{20}
$$

With total current $I$, equation (9) gives $M(0)-M(L)=R_sR_mIL/(SW)$. Equation (19) gives

$$
u(0)=\frac{I\lambda}{W}\frac{R_s\cosh l+R_m}{\sinh l},\qquad
u(L)=\frac{I\lambda}{W}\frac{R_s+R_m\cosh l}{\sinh l}.\tag{21}
$$

In $R_su(0)+R_mu(L)$ the terms with $\cosh l$ have the coefficient $R_s^2+R_m^2$, and the remaining terms add to $2R_sR_m$. Multiplying by $W/I$, one finds

$$
WR_{\rm far}=\frac{R_sR_m}{S}L
+\frac{\lambda\left[(R_s^2+R_m^2)\cosh l+2R_sR_m\right]}{S\sinh l}.\tag{22}
$$

The expression is unchanged when $R_s$ and $R_m$ are exchanged. This is as it must be: exchanging the sheets and reflecting the contact about its middle gives the same circuit with the current reversed, and a linear resistance does not depend on the direction of the current.

### Metal wired at the channel edge

Set $f=1$. All the current returns through the metal to $x=0$, the total in (12) is zero, and $c=0$. Equations (16) and (17) become

$$
\frac{I_s}{I}=\frac{\sinh[(L-x)/\lambda]}{\sinh l},\qquad
u=\frac{IS\lambda}{W}\frac{\cosh[(L-x)/\lambda]}{\sinh l}.\tag{23}
$$

Both terminals are at $x=0$, so the contact resistance is $R_{\rm near}=u(0)/I$. Since $S\lambda=S\sqrt{\rho/S}=\sqrt{\rho S}$,

$$
WR_{\rm near}=\sqrt{\rho S}\,\coth l .\tag{24}
$$

This wiring leaves no net current in the overlap. The mean voltage $M$ is therefore constant, and the difference mode alone fixes the resistance. That is why the sum $R_s+R_m$ takes the place of $R_s$ everywhere in the formula. With far-end wiring the mean mode also carries current, and the simple replacement fails.

## Limits, measurement and a graphene contact on MoS2

The symbols are those of the first half. The semiconductor under the contact and the metal have sheet resistances $R_s$ and $R_m$, with sum $S$. The interface has contact resistivity $\rho$. The contact has length $L$ and width $W$, its transfer length is $\lambda=\sqrt{\rho/S}$, and $l=L/\lambda$. The interface voltage is $u$, and $I_s$ is the semiconductor current out of the total $I$. Current enters the semiconductor at $x=0$. It leaves the metal at $x=L$ for the far wiring, with resistance (22), and at $x=0$ for the near wiring, with resistance (24).

### The cost of wiring the far end

Subtract (24) from (22). Write the near resistance as $\lambda S^2\coth l/S$, with $S^2=R_s^2+R_m^2+2R_sR_m$. The terms with squares cancel, and what remains is

$$
W(R_{\rm far}-R_{\rm near})
=\frac{R_sR_m}{S}\left[L-2\lambda\frac{\cosh l-1}{\sinh l}\right].
$$

The identity $(\cosh l-1)/\sinh l=\tanh(l/2)$ gives

$$
WR_{\rm far}=\sqrt{\rho S}\,\coth l
+\frac{R_sR_m}{S}\left[L-2\lambda\tanh\frac l2\right].\tag{25}
$$

Because $\tanh y<y$ for positive $y$, the bracket is positive. In this model, with the same sheets and interface, the far wiring has the higher resistance at every contact length.

We have found that the transfer length contains the sum of the two sheet resistances whatever the wiring, and that wiring the metal at the far end always gives the higher contact resistance in this model. What remains is to examine the limits and the best contact length, to see what a transfer-length plot measures, and to check the formulas numerically and apply them to a graphene contact on MoS2.
